# Which density components survive on a grid of 3n+1 points?

## Problem

A periodic cubic cell has side $a$ and volume $\Omega=a^3$. In each direction an orbital contains the plane waves $e^{2\pi i m x/a}$ with integer labels $|m|\le n$, $n\ge 1$, so there are $M=2n+1$ waves per direction. The orbital is evaluated on $N=3n+1$ equally spaced points per direction, its squared modulus is taken point by point, and the result is transformed back to Fourier coefficients.

1. Which density coefficients are correct, and which are contaminated by wrap-around?
2. How is this grid related to Orszag's three-halves rule?
3. How large is the resulting energy error for two electrons around a smooth ion?

## A tempting solution, which is wrong

The density is a product of two orbitals, so its labels reach $2n$. Orszag's rule says that a grid with about $3/2$ as many points as there are waves removes aliasing from quadratic products. The density is quadratic, and $3n+1\approx\tfrac32(2n+1)$, so no coefficient is contaminated. The one defect is that the grid has no room for labels beyond $N/2$. For $n=4$ and $N=13$, the labels $-6,\dots,6$ are then correct, while $\pm7$ and $\pm8$ are missing. The energy error is whatever those missing terms would have contributed.

## Where it fails

The components that do not fit are not missing. At the grid points $x_s=sa/13$,

$$e^{2\pi i\,8s/13}=e^{2\pi i\,(8-13)s/13}=e^{-2\pi i\,5s/13},$$

because $e^{-2\pi i s}=1$ for integer $s$. The grid records the wave with label $8$ as a wave with label $-5$ and adds it to what is already there. Label $-5$ was declared correct, and it is not.

The rule has been misread. It protects the labels that are kept after the product, $|q|\le n$, on the understanding that the others are thrown away. It does not promise the whole product.

The wrong solution also makes a false prediction about the energy. Move the ion and its orbital together by $d$ along $x$. Every density coefficient $p_k$ and every potential coefficient $V_k$ acquires the same factor $e^{-2\pi i kd/a}$, so $V_k^*p_k$ and $|p_k|^2$ do not change. If terms were merely missing, the energy could not depend on where the ion sits relative to the grid. In the model below it does.

## Right solution: the contaminated labels

Take one direction first. With orbital coefficients $c_m$,

$$\Big|\sum_m c_m e^{2\pi i m x/a}\Big|^2=\sum_{m,m'}c_m c_{m'}^*\,e^{2\pi i(m-m')x/a}=\sum_k p_k\,e^{2\pi i kx/a},\qquad p_k=\sum_m c_m c_{m-k}^* .$$

Both $m$ and $m-k$ lie between $-n$ and $n$, so $|k|\le 2n$. The coefficient obtained from $N$ points is

$$P_q=\frac1N\sum_{s=0}^{N-1}e^{-2\pi i qs/N}\sum_k p_k e^{2\pi i ks/N}=\sum_k p_k\left[\frac1N\sum_{s=0}^{N-1}e^{2\pi i(k-q)s/N}\right].$$

The bracket is a geometric sum. It equals $1$ if $k-q$ is a multiple of $N$, and $0$ otherwise. Hence

$$P_q=\sum_j p_{q+jN}. \tag{1}$$

The term $j=0$ is the wanted one; the others are wrap-around. A grid label satisfies $|q|\le N/2$. For $j\ne0$,

$$|q+jN|\ge |j|N-|q|\ge N-|q| ,$$

and the value $N-|q|$ is attained by shifting $q$ once towards the opposite sign. An unwanted term therefore lies inside the density's band when $N-|q|\le 2n$. The clean labels are the remaining ones:

$$|q|\le N-2n-1 \qquad (2n+1\le N\le 4n+1). \tag{2}$$

For $N=3n+1$ this gives $|q|\le n$. **The labels $|q|\le n$ are correct, and every grid label with $|q|>n$ is contaminated.** "Contaminated" means that a foreign coefficient is added; for a special orbital that coefficient may happen to vanish.

The contaminated coefficients can be listed. The outer labels combine in the pairs

$$(k,\;k-3n-1),\qquad k=n+1,\dots,2n,$$

whose second members run from $-2n$ to $-n-1$. The grid holds one number for each pair, $p_k+p_{k-3n-1}$. The count is consistent: $2n+1$ clean labels and $n$ pairs make $3n+1$ grid coefficients. For $n=4$ the pairs are $(5,-8)$, $(6,-7)$, $(7,-6)$ and $(8,-5)$. If $n$ is odd, $N$ is even and one pair is $(N/2,-N/2)$. Since the density is real, $p_{-k}=p_k^*$, and this pair is stored as $2\,\mathrm{Re}\,p_{N/2}$.

In three dimensions (1) holds with a separate shift in each direction. Let the orbital contain the full cube of labels $|m_i|\le n$. If all $|q_i|\le n$, any shift moves some component to magnitude at least $N-n=2n+1$, outside the band. If some $|q_i|>n$, shifting that component alone gives an image inside the band. A coefficient is therefore clean when all three $|q_i|\le n$, and contaminated otherwise. For $n=4$ there are $13^3-9^3=2197-729=1468$ contaminated coefficients.

For a sphere of plane waves, $|\mathbf m|\le n$, the same condition suffices but is not necessary. The image of $(5,1,0)$ is $(-8,1,0)$, which is longer than $2n=8$ and so is absent from the density. For $n=4$ the number of contaminated coefficients falls to 132.

## Relation to the three-halves rule

Suppose that the labels $|q|\le n$ of a quadratic product are required to be correct. By (2) this needs $N-2n-1\ge n$, that is

$$N\ge 3n+1=\frac{3(2n+1)-1}{2}=\frac{3M-1}{2},$$

which is half a point less than $3M/2$. This is Orszag's rule, and $3n+1$ is the smallest grid that satisfies it. The whole density requires $N-2n-1\ge 2n$, or $N\ge4n+1=2M-1$.

A plane-wave Hamiltonian does use the outer labels, because the matrix element of a local potential between waves $m$ and $m'$ is $V_{m-m'}$, with $|m-m'|$ up to $2n$. Consider a potential with labels up to $K\ge n$ acting on an orbital. The product reaches label $K+n$, whose image $K+n-N$ must stay below $-n$ if the labels $|m|\le n$ are to be correct. Hence $N\ge K+2n+1$. This is $3n+1$ for $K=n$, but $4n+1$ for $K=2n$.

## The energy error

The model is two electrons of opposite spin in one orbital, treated by restricted Hartree–Fock at the Γ point, in hartree atomic units. The ion has charge $Z=2$ spread as $e^{-r^2/w^2}$ with $w=0.7$ bohr, and $a=6$ bohr. All $\mathbf G=0$ Coulomb terms and the constant self-energy of the ion are omitted. With $\mathbf G=2\pi\mathbf k/a$ and the ion at $\mathbf R$, define for $\mathbf k\neq0$

$$v_k=\frac{4\pi}{\Omega G^2},\qquad V_k=-Z\,v_k\,e^{-G^2w^2/4}\,e^{-i\mathbf G\cdot\mathbf R}.$$

The orbital is normalised by $\sum|c_m|^2=1$, so one electron has density coefficients $p_k/\Omega$. The energy is

$$E=2\sum_m\tfrac12G_m^2|c_m|^2+2\,\mathrm{Re}\sum_k V_k^*p_k+\sum_k v_k|p_k|^2 .$$

The factors 2 count the electrons. The last term has no such factor: the Hartree energy of the doubled density is $\tfrac12\cdot2^2=2$ times $\sum v_k|p_k|^2$, and exchange removes one of these two.

On the grid the kinetic energy is unchanged, $p$ is replaced by $P$, and $V$ is given by its coefficients at the grid labels. Let $q(k)$ be the grid label on which $k$ lands. By (1), $\sum_qV_q^*P_q=\sum_kV_{q(k)}^*p_k$, so for a fixed orbital

$$\Delta E=2\,\mathrm{Re}\sum_k\big(V_{q(k)}-V_k\big)^*p_k+\Big[\sum_q v_q|P_q|^2-\sum_k v_k|p_k|^2\Big]. \tag{3}$$

In the first sum every $k$ that fits on the grid drops out, because then $q(k)=k$. In the bracket the clean labels cancel. I take even $n$, so that $N$ is odd and no label $N/2$ occurs.

Take as the fixed orbital the one that minimises the unaliased energy, computed on $4n+1$ points. For $n=4$ and the ion on a grid point, one folded pair reads

$$P_{(5,0,0)}=p_{(5,0,0)}+p_{(-8,0,0)}=(1.7410+0.0036)\times10^{-3}=1.7446\times10^{-3},$$

a contamination of about 0.2% of $p_{(5,0,0)}$. This figure holds for this pair and its symmetry equivalents, not for the outer labels in general. At $(6,0,0)$, where the foreign label $(-7,0,0)$ is only one step longer, the contamination is about 13% of the true coefficient. The two parts of (3) are

$$\Delta E=(-1.797+0.040)\times10^{-7}=-1.757\times10^{-7}\ \text{hartree}.$$

The negative sign does not violate the variational principle, since the grid energy is not the energy functional evaluated with the true density. Letting the orbital relax on the grid can lower the grid energy further but cannot raise it; here the change is below the digits shown.

The next table gives the relaxed aliasing error relative to a $4n+1$ grid with the same plane waves. The basis error is relative to $n=12$, which is a larger basis and not the complete-basis limit. Energies are in hartree.

| $n$ | ion on grid point | ion at mid-cell | basis error |
|---|---|---|---|
| 2 | $-5.0\times10^{-4}$ | $8.0\times10^{-4}$ | $6.3\times10^{-3}$ |
| 4 | $-1.8\times10^{-7}$ | $2.1\times10^{-7}$ | $2.7\times10^{-5}$ |
| 6 | $-6.4\times10^{-12}$ | $6.7\times10^{-12}$ | $5.8\times10^{-8}$ |

At $n=8$ the aliasing error is lost in rounding. For $n=4$ the error on a grid point is $-0.0048$ meV, against a basis error of 0.72 meV. At $n=2$ the margin is much smaller: the mid-cell aliasing error is about 13% of the basis error. In every row of the table the basis error is the larger one, so for these cases the $3n+1$ grid is adequate for the total energy, although most of its density coefficients are contaminated.

Equation (3) shows how the sign can change. "Mid-cell" means that the ion is moved by half a grid spacing, $d=a/(2N)$, in all three directions. The product $V_{q(k)}^*p_k$ then acquires a factor $e^{2\pi i(q_i-k_i)d/a}$ from each direction. Where the label was folded, $q_i-k_i=\pm N$ and the factor is $e^{\pm i\pi}=-1$. The term $V_k^*p_k$ is unchanged. For a component folded in one direction, with $p_k>0$ when the ion is at the origin, the local error therefore changes from $-2(|V_q|-|V_k|)p_k$ to $+2(|V_q|+|V_k|)p_k$. Folding shortens the label, so $|V_q|>|V_k|$ and the first value is negative. For a component folded in two directions the factor is $+1$ and nothing changes, and the repulsion part has been left out. The total changes sign if the singly folded local terms with $p_k>0$ dominate. For $n=4$ they do: every singly folded $p_k$ is positive when the ion is at the origin, and these terms sum to $-1.797\times10^{-7}$ hartree on a grid point and $+2.114\times10^{-7}$ hartree at mid-cell, while the repulsion part is only about $0.04\times10^{-7}$ hartree in magnitude at either position. For $n=4$ the total energy changes by $3.8\times10^{-7}$ hartree, which the wrong solution forbids. A displacement by a whole grid spacing restores the energy, and on $4n+1$ points the energy does not depend on the position.

One might instead delete every contaminated coefficient, as the three-halves rule does with a product. For the $n=4$ orbital this gives an error of $3.2\times10^{-5}$ hartree, about 180 times that of keeping them. At the label $(5,0,0)$, for instance, deletion discards the whole of $p_{(5,0,0)}$, whereas keeping it adds only $p_{(-8,0,0)}$. This one label illustrates the difference but does not fix the factor, which is a sum over all outer labels.

These magnitudes belong to a smooth ion, and a sharper one would need its own measurement. The argument for $4n+1$ points also relies on the density having no labels beyond $2n$; it does not cover an energy term, such as a fractional power of the density, that has no such finite band.

The numerical check checks the clean labels against direct convolution sums, and (3) against the difference of two grid energies.

## Numbers as computed

```
cell side 6.0 bohr, ion charge 2.0, ion width 0.7 bohr
n = 4: plane waves per direction 9, grid points 13
n = 4: contaminated grid labels [-6, -5, 5, 6]
n = 4: folded pairs [(5, -8), (6, -7), (7, -6), (8, -5)]
n = 4: smallest exact grid for potential bandwidth K: {4: 13, 5: 14, 6: 15, 7: 16, 8: 17}
n = 4, 3D grid components in all: 2197
  contaminated, cube of plane waves: 1468
  contaminated, sphere of plane waves: 132
n = 4 model orbital, density coefficients (dimensionless):
  true (5,0,0):  1.740966e-03
  true (-8,0,0): 3.604115e-06
  grid (5,0,0):  1.744571e-03
reference energy, n = 12: -0.40535024 hartree
n = 2, N = 7: energy without aliasing -0.39904573 hartree
  basis error against n = 12: 6.305e-03 hartree
  aliasing error, ion on grid point: -5.003e-04 hartree
  aliasing error, ion at mid-cell:   8.049e-04 hartree
  same orbital, ion on grid point:   -4.957e-04 hartree
  same orbital, outer labels deleted: 6.480e-03 hartree
  same orbital, grid of 2n+1 points: -2.296e-02 hartree
n = 4, N = 13: energy without aliasing -0.40532364 hartree
  basis error against n = 12: 2.660e-05 hartree
  aliasing error, ion on grid point: -1.757e-07 hartree
  aliasing error, ion at mid-cell:   2.074e-07 hartree
  same orbital, ion on grid point:   -1.757e-07 hartree
  same orbital, outer labels deleted: 3.161e-05 hartree
  same orbital, grid of 2n+1 points: -2.770e-04 hartree
n = 6, N = 19: energy without aliasing -0.40535018 hartree
  basis error against n = 12: 5.768e-08 hartree
  aliasing error, ion on grid point: -6.447e-12 hartree
  aliasing error, ion at mid-cell:   6.669e-12 hartree
  same orbital, ion on grid point:   -6.447e-12 hartree
  same orbital, outer labels deleted: 4.272e-08 hartree
  same orbital, grid of 2n+1 points: -1.166e-06 hartree
n = 8, N = 25: energy without aliasing -0.40535024 hartree
  basis error against n = 12: 7.878e-11 hartree
  aliasing error, ion on grid point: -2.220e-16 hartree
  aliasing error, ion at mid-cell:   6.661e-16 hartree
  same orbital, ion on grid point:   0.000e+00 hartree
  same orbital, outer labels deleted: 1.722e-11 hartree
  same orbital, grid of 2n+1 points: -2.298e-09 hartree
n = 4 fixed-orbital error, local part: -1.797e-07 hartree
n = 4 fixed-orbital error, repulsion: 4.026e-09 hartree
n = 4 grid spacing: 0.46154 bohr
n = 4 energy change, ion moved half a step: 3.832e-07 hartree
n = 4 aliasing error on grid point: -0.0048 meV
n = 4 aliasing error at mid-cell: 0.0056 meV
n = 4 basis error: 0.7237 meV
```
